# Why the minimal model spaces oxygen's three lowest levels equally, part 1

(Sections cited here and not found follow in the second part.)

## 1. Two electrons in a degenerate pair of orbitals

Take a model diatomic molecule with a bond length of 0.12 nm, and place two electrons in its two antibonding \(\pi\) orbitals. Their mutual repulsion is 15.49 eV in the triplet state, 16.95 eV in a doubly degenerate singlet and 18.41 eV in a further singlet. Both steps are 1.46 eV. The repulsion energies themselves are more than ten times larger, and no parameter was adjusted to make the steps equal. This points to a cause in the structure of the problem.

The model has the shape of the oxygen molecule, whose two outermost electrons occupy such a pair of orbitals. The three levels carry the labels \({}^3\Sigma_g^-\), \({}^1\Delta_g\) and \({}^1\Sigma_g^+\).

### Orbitals and assumptions

Let the molecular axis be the \(z\) axis, let \(\rho\) be the distance from it and \(\varphi\) the angle around it. The two real, normalized orbitals are

\[
X(\mathbf r)=x\,f(\rho,z),\qquad Y(\mathbf r)=y\,f(\rho,z),
\tag{1}
\]

with one real function \(f\). A quarter turn about the axis carries \(X\) into \(Y\). Three assumptions define the minimal model: the same \(f\) serves for all states, no other electron configuration mixes in, and spin-orbit coupling is absent.

The remaining electrons fill closed shells. An outer electron in orbital \(p\) meets two electrons in each closed orbital \(c\). It has a Coulomb interaction with both, and an exchange interaction with the one of equal spin. This contribution depends neither on the spin of the outer electron nor on what the other outer electron does. It can be absorbed into a one-electron energy \(\varepsilon\), which is equal for \(X\) and \(Y\) because the closed shells together are axially symmetric. The reflection \(y\to-y\) forbids a one-electron matrix element between \(X\) and \(Y\). Hence every state has the energy

\[
E=E_0+\langle v\rangle,\qquad v=\frac{e^2}{4\pi\varepsilon_0 r_{12}},
\tag{2}
\]

where \(E_0\) is the energy of the closed shells plus \(2\varepsilon\), and \(\langle v\rangle\) is the mean repulsion of the two outer electrons.

The repulsion integrals are written in charge-density order,

\[
(pq|rs)=\iint p(1)q(1)\,v\,r(2)s(2)\,d^3r_1\,d^3r_2 ,
\tag{3}
\]

and three of them are needed:

\[
J_{xx}=(XX|XX),\quad J_{xy}=(XX|YY),\quad K=(XY|XY).
\tag{4}
\]

By the quarter turn, \((YY|YY)=J_{xx}\). Here \(K\) is the exchange integral of the real orbitals. This must be said, because complex orbitals have a different one.

### The six states

Two orbitals with two spin directions make four spin orbitals, and two electrons can occupy them in \(4\cdot3/2=6\) ways. The total wave function changes sign when the electrons are exchanged. A symmetric spin function, of which there are three, therefore needs an antisymmetric function of position, and the single antisymmetric spin function needs a symmetric one. With the first factor referring to electron 1, the functions of position are

\[
T=\frac{XY-YX}{\sqrt2},\qquad D_1=\frac{XY+YX}{\sqrt2},
\tag{5}
\]
\[
D_2=\frac{XX-YY}{\sqrt2},\qquad S=\frac{XX+YY}{\sqrt2}.
\tag{6}
\]

\(T\) belongs to the triplet and the other three to singlets, which gives \(3+1+1+1=6\) states.

For \(T\), multiplying out the square gives four terms. The two direct terms are \((XX|YY)=J_{xy}\) each. The two cross terms are \((XY|YX)=K\) each and carry a minus sign:

\[
\langle T|v|T\rangle=\tfrac12(J_{xy}-K-K+J_{xy})=J_{xy}-K .
\tag{7}
\]

For \(D_1\) the cross terms carry a plus sign, so

\[
\langle D_1|v|D_1\rangle=J_{xy}+K .
\tag{8}
\]

For \(D_2\) and \(S\) the direct terms are \(J_{xx}\). In the cross term electron 1 goes from \(X\) to \(Y\) and so does electron 2, which gives \((XY|XY)=K\). Hence

\[
\langle D_2|v|D_2\rangle=J_{xx}-K,\qquad \langle S|v|S\rangle=J_{xx}+K .
\tag{9}
\]

These mean values are energies of the model only if no off-diagonal elements remain. The triplet does not mix with singlets, since \(v\) does not act on spin. Under \(y\to-y\) the function \(D_1\) changes sign while \(D_2\) and \(S\) do not, so \(D_1\) stands apart. Finally,

\[
\langle D_2|v|S\rangle=\tfrac12(J_{xx}+K-K-J_{xx})=0 .
\tag{10}
\]

### The relation that fixes the spacing

At this point there are four energies and three integrals. Axial symmetry removes one integral. Turn both orbitals by 45° about the axis:

\[
X'=\frac{X+Y}{\sqrt2},\qquad Y'=\frac{Y-X}{\sqrt2}.
\tag{11}
\]

Form (1) guarantees that these combinations are the turned orbitals. Their product is

\[
X'Y'=\tfrac12(X+Y)(Y-X)=\tfrac12(YY-XX).
\tag{12}
\]

A rotation changes no distance between points, so \((X'Y'|X'Y')=K\). Inserting (12) on both sides of the integral gives

\[
K=\tfrac14\left(J_{xx}-2J_{xy}+J_{xx}\right)=\tfrac12(J_{xx}-J_{xy}),
\tag{13}
\]

and therefore \(J_{xx}=J_{xy}+2K\). With this, (9) becomes \(J_{xy}+K\) for \(D_2\), equal to (8), and \(J_{xy}+3K\) for \(S\). The levels are

\[
\begin{aligned}
E({}^3\Sigma_g^-)&=E_0+J_{xy}-K,\\
E({}^1\Delta_g)&=E_0+J_{xy}+K,\\
E({}^1\Sigma_g^+)&=E_0+J_{xy}+3K,
\end{aligned}
\tag{14}
\]

with degeneracies 3, 2 and 1. Both gaps are \(2K\).

### Labels

The angular momentum operator \(l_z=-i\hbar\,\partial/\partial\varphi\) acts on \(x=\rho\cos\varphi\) and \(y=\rho\sin\varphi\) to give

\[
l_zX=i\hbar Y,\qquad l_zY=-i\hbar X .
\tag{15}
\]

For \(L_z=l_{z1}+l_{z2}\) this yields

\[
L_z(XY)=i\hbar(YY-XX)=L_z(YX),
\tag{16}
\]
\[
L_z(XX)=i\hbar(YX+XY)=-L_z(YY).
\tag{17}
\]

From (16), \(L_zT=0\) and \(L_zD_1=-2i\hbar D_2\). From (17), \(L_zS=0\) and \(L_zD_2=2i\hbar D_1\). Applying \(L_z\) twice to \(D_1\) or \(D_2\) gives the factor \(4\hbar^2\), so this pair has \(|L_z|=2\hbar\), which is the meaning of \(\Delta\). The other two have \(L_z=0\) and are \(\Sigma\) states. The reflection \(y\to-y\) changes the sign of \(T\) and leaves \(S\) unchanged, hence \(\Sigma^-\) and \(\Sigma^+\). The subscript \(g\) holds because both electrons occupy orbitals of equal inversion parity, so that their product is even.

### Why the middle level lies in the middle

The wave functions show the equal spacing directly. Write \(F=\rho_1\rho_2f(1)f(2)\). The addition theorems turn (5) and (6) into

\[
T=\frac{F}{\sqrt2}\sin(\varphi_2-\varphi_1),\qquad
S=\frac{F}{\sqrt2}\cos(\varphi_2-\varphi_1),
\tag{18}
\]
\[
D_1=\frac{F}{\sqrt2}\sin(\varphi_1+\varphi_2),\qquad
D_2=\frac{F}{\sqrt2}\cos(\varphi_1+\varphi_2).
\tag{19}
\]

Since \(\sin^2+\cos^2=1\) in each line,

\[
T^2+S^2=\tfrac12F^2=D_1^2+D_2^2
\tag{20}
\]

at every pair of positions. Multiplying by \(v\) and integrating gives \(E_T+E_S=2E_\Delta\): the \(\Delta\) level is the mean of the other two. In the triplet the electrons avoid angles that are equal or differ by 180°, in \({}^1\Sigma_g^+\) they favour such angles, and in \({}^1\Delta_g\) the relative angle is uniformly distributed once the sum of the angles has been averaged over. The argument uses only that the repulsion is a function of the two positions and is unchanged by rotation about the axis. The Coulomb form and the shape of \(f\) affect the size of \(K\), not the equality of the gaps.

### The sign of K

\(K\) is the electrostatic self-repulsion of the density \(d=XY\), whose sign alternates between the four quadrants around the axis. Let \(\tilde d(\mathbf k)=\int d(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r\). The relation \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\) gives \(1/r\) the Fourier transform \(4\pi/k^2\), so that \(v\) has the transform \(e^2/(\varepsilon_0k^2)\) and

\[
K=\frac{e^2}{\varepsilon_0}\int\frac{d^3k}{(2\pi)^3}\,\frac{|\tilde d(\mathbf k)|^2}{k^2}>0 .
\tag{21}
\]

Within the minimal model the triplet is therefore lowest.

### Complex orbitals and a single determinant

The orbitals \(\pi_\pm=(X\pm iY)/\sqrt2\) have definite angular momentum \(\pm\hbar\). Their exchange density is

\[
\pi_+^*\pi_-=\tfrac12(X-iY)^2=\tfrac12(XX-YY)-iXY .
\tag{22}
\]

The exchange integral is the repulsion between this density and its complex conjugate. The cross terms cancel, and by (12) and (13) each of the two remaining parts contributes \(K\):

\[
K_{+-}=K+K=2K .
\tag{23}
\]

The gap is thus twice the exchange integral of real orbitals, or once that of complex orbitals.

A second factor of two arises when the singlet is represented by one determinant with spin up in \(X\) and spin down in \(Y\). Let \(\chi_t\) and \(\chi_s\) be the normalized symmetric and antisymmetric combinations of \(\alpha\beta\) and \(\beta\alpha\). Multiplying out shows that

\[
\frac{XY\,\alpha\beta-YX\,\beta\alpha}{\sqrt2}=\frac{T\chi_t+D_1\chi_s}{\sqrt2}.
\tag{24}
\]

The determinant is half triplet and half singlet. Its mean repulsion is \(J_{xy}\), which lies \(K\) above the triplet, half of the gap to \({}^1\Delta_g\).

### Numbers for the model molecule

In the example the orbitals are antibonding combinations of Slater functions on atoms \(a\) and \(b\), so that \(f\propto e^{-\zeta r_a}-e^{-\zeta r_b}\), with \(\zeta=42\ \mathrm{nm}^{-1}\). The integrals are \(J_{xx}=17.681\) eV and \(J_{xy}=16.219\) eV. Equation (13) gives

\[
K=\tfrac12(17.681-16.219)\ \mathrm{eV}=0.731\ \mathrm{eV}.
\tag{25}
\]

Direct evaluation of \((XY|XY)\) with the Slater functions expanded in Gaussians gives 0.7309 eV. Integral (21), evaluated with the Slater functions themselves, gives the same 0.7309 eV. The gap is \(2K=1.46\) eV, the step found at the beginning.

For \(2p\) functions on one atom the same integral is 1.276 eV. Spreading the electrons over two atoms lowers it. If overlap is neglected, the density \(XY\) is half the atomic density on \(a\) plus half that on \(b\). Each half repels itself with a quarter of the atomic value, and together they give \(1.276/2=0.638\) eV. The actual value is 0.09 eV higher, which is the joint effect of the interaction between the atoms and of overlap.

## 2. What disturbs the equal spacing

The minimal model has two electrons in the degenerate real orbitals \(X\) and \(Y\) of (1), with the repulsion integrals \(J_{xx}\), \(J_{xy}\) and \(K=(XY|XY)\), where \(J_{xx}=J_{xy}+2K\). The functions of position are \(T\) for the triplet, \(D_1\) and \(D_2\) for \({}^1\Delta_g\), and \(S\) for \({}^1\Sigma_g^+\). Measured from the triplet, the levels lie at 0, \(2K\) and \(4K\). The example has \(K=0.7309\) eV. In what follows axial symmetry, the inert bonding pair and the absence of spin-orbit coupling are given up one at a time. The orbitals keep the same shape in all states.

### Unequal orbital energies

Something beside the molecule, such as a nearby surface, can destroy the axial symmetry and separate the orbital energies. Let them be \(\varepsilon-\delta/2\) for \(X\) and \(\varepsilon+\delta/2\) for \(Y\), and let the repulsion integrals keep their values. States with one electron in each orbital have unchanged one-electron energy, so the triplet stays at 0 and \(D_1\) at \(2K\).

The configurations \(XX\) and \(YY\) are shifted by \(-\delta\) and \(+\delta\). Their repulsion is \(J_{xx}=J_{xy}+2K\), which is \(3K\) above the triplet's \(J_{xy}-K\), and they are coupled by \((XY|XY)=K\). Their energies above the triplet are the eigenvalues of

\[
\begin{pmatrix}3K-\delta & K\\ K& 3K+\delta\end{pmatrix},
\qquad
E_\pm=3K\pm\sqrt{K^2+\delta^2}.
\tag{26}
\]

For \(\delta=0\) these are \(2K\) and \(4K\), as they should be. For \(\delta\ll K\), expanding the root gives \(E_-\approx2K-\delta^2/(2K)\), so a weak disturbance acts in second order. For \(\delta\gg K\) the lower state approaches the configuration \(XX\), with both electrons in the lower orbital.

With \(\delta=1\) eV the root is \(\sqrt{0.7309^2+1^2}=1.239\) eV and \(3K=2.193\) eV. The singlets then lie at 0.95, 1.46 and 3.43 eV. The former \(\Delta\) pair is split by half an electronvolt, and the equal spacing is lost.

The lower singlet reaches the triplet when \(E_-=0\), that is, when \(9K^2=K^2+\delta^2\):

\[
\delta_c=\sqrt8\,K=2.07\ \mathrm{eV}.
\tag{27}
\]

Beyond this splitting the model's ground state has paired spins. The gain in orbital energy then outweighs the extra repulsion, which the mixing of \(XX\) with \(YY\) keeps somewhat below \(3K\). At a real surface electrons may also pass between solid and molecule, and the integrals change. Equation (27) also assumes an inert bonding pair; with the mixing treated next, the crossing moves down to about 1.2 to 1.3 eV at a promotion energy of 20 eV. It gives a rough scale for the splitting that matters, not a threshold for reaction.

In the minimal model, axial symmetry makes both gaps between the three levels equal to \(2K\), and a splitting of the two orbital energies destroys this equality. What remains is to see how excitation of the filled bonding pair and spin-orbit coupling change the levels, and how the model compares with the oxygen molecule.

Numbers in the example were calculated in double precision.
